Flat Negative-Ion Core and Its Diffusive Edge with Uniform Electron Density, part 1

(Sections cited here and not found follow in the second part.)

## First half: the plateau and the shape of its edge

Q. You say that negative ions in a discharge can form a flat core with a thin edge, although the electron density and the reaction rates are the same everywhere. If nothing varies in space, what tells the ions where the edge is?

A. The boundary does. Take a slab, |x| < L, where x = L is the place at which the negative ions run out. Let n be the negative-ion density, nₑ the electron density and n₊ the positive-ion density. What is uniform is nₑ, the attachment frequency νₐ and the ionization frequency νᵢ (both per electron), and the recombination coefficient K. The rate of recombination per volume, K n₊ n, is not uniform, because it follows the ion densities. It is through this rate that the interior differs from the edge.

The slab is quasi-neutral, so

n₊ = n + nₑ.

There is one kind of positive ion and one kind of negative ion. Detachment is left out for now; its size has to be checked for any real gas.

Q. Then write the balances. I want to see which particles are conserved.

A. Let Γ₊ and Γ₋ be the ion fluxes along x, and let a prime mean d/dx. Ionization makes a positive ion, attachment turns an electron into a negative ion, and recombination removes one ion of each sign. In the steady state

Γ₊′ = νᵢnₑ − K n(n + nₑ),

Γ₋′ = νₐnₑ − K n(n + nₑ).

Recombination is the same in both lines. Subtraction removes it:

(Γ₊ − Γ₋)′ = (νᵢ − νₐ)nₑ ≡ S.

S is the net production of electrons per volume. By symmetry both fluxes vanish at x = 0, and S is uniform, so

Γ₊ − Γ₋ = Sx.

The left side is also the electron flux, since no net current crosses the slab.

Q. Here I object. Hot electrons obey a Boltzmann relation. If nₑ is uniform, the electric field is zero. With no field, both ions simply diffuse, and their density gradients are equal because n₊ − n is constant. You then have two equations for one function n.

A. The count of equations is right, and it shows that the field cannot be zero in general. The Boltzmann relation is

nₑ′/nₑ = −E/Tₑ,

with the electron temperature Tₑ expressed in volts. A field that changes nₑ very little when Tₑ is large can still act strongly on ions whose temperature Tᵢ is much smaller. Uniform nₑ is therefore an approximation in which E/Tₑ is neglected while E/Tᵢ is kept. The field is the second unknown that the two ion equations need. How large its accumulated potential becomes must be examined after the field has been found.

Q. Very well. What are the ion fluxes?

A. Assume drift and diffusion with constant coefficients, and the same temperature Tᵢ for both ions. The mobilities μ₊ and μ₋ then follow from the diffusion coefficients by the Einstein relation, D₊ = μ₊Tᵢ and D₋ = μ₋Tᵢ. Since nₑ is uniform, n₊′ = n′, and

Γ₊ = −D₊n′ + μ₊(n + nₑ)E,

Γ₋ = −D₋n′ − μ₋nE.

The drift terms have opposite signs because the charges do. Divide each line by its own diffusion coefficient, using μ/D = 1/Tᵢ:

Γ₊/D₊ = −n′ + (n + nₑ)E/Tᵢ,

Γ₋/D₋ = −n′ − nE/Tᵢ.

Their sum is

Γ₊/D₊ + Γ₋/D₋ = −2n′ + nₑE/Tᵢ.

The large drift terms have cancelled. What is left of the field carries the factor nₑ instead of n. For n ≫ nₑ it is dropped:

Γ₊/D₊ + Γ₋/D₋ = −2n′.

Q. In a flat core n′ is zero, so you have dropped a small term beside nothing. That is not a justification.

A. The comparison has to be made with the terms that remain. In the plateau the difference of the two fluxes is pure drift:

Sx = (μ₊ + μ₋)nE, so E/Tᵢ = Sx/[(D₊ + D₋)n].

The divergence of the dropped term is therefore nₑS/[(D₊ + D₋)n]. The corresponding net-production term on the left is S/D₊. Their ratio is

(nₑ/n) D₊/(D₊ + D₋),

which is small when n ≫ nₑ.

Near the edge the negative-ion flux is small, as will be needed below. Setting it to zero gives nE/Tᵢ = −n′. The dropped term is then −n′nₑ/n, to be compared with −2n′, and the ratio is nₑ/(2n). This is small until n itself has fallen to about nₑ. The approximation thus fails in a thin foot at the outer edge, which needs separate treatment.

Q. Suppose I accept that. How do you get one equation for n?

A. Differentiate the sum and insert the two balances, with K n(n + nₑ) ≈ Kn² at the same order:

2n″ = −(νᵢnₑ − Kn²)/D₊ − (νₐnₑ − Kn²)/D₋.

Define the harmonic mean

D_h = 2D₊D₋/(D₊ + D₋), so that 1/D₊ + 1/D₋ = 2/D_h.

The recombination terms add up to 2Kn²/D_h. Multiplication of the whole equation by D_h/2 = D₊D₋/(D₊ + D₋) gives

D_h n″ = Kn² − P,

P = (D₋νᵢ + D₊νₐ)nₑ/(D₊ + D₋).

Now put νᵢnₑ = νₐnₑ + S:

P = νₐnₑ + S D₋/(D₊ + D₋).

The flat state, n″ = 0, has density n₀ with

K n₀² = P.

Q. That cannot be right. In a flat region the negative ions must satisfy attachment equals recombination, which is Kn₀² = νₐnₑ. You have an extra term.

A. Attachment equals recombination only where the negative-ion flux has no divergence. A flat density removes diffusion but not drift. Insert the plateau field into the negative-ion flux:

Γ₋ = −μ₋nE = −Sx μ₋/(μ₊ + μ₋) = −Sx D₋/(D₊ + D₋).

For S > 0 it points inward on both sides, and its divergence is −S D₋/(D₊ + D₋). Put this into the negative-ion balance:

−S D₋/(D₊ + D₋) = νₐnₑ − Kn₀².

This is the same flat state. Recombination in the core slightly exceeds local attachment, and the difference is supplied by the inward drift. The drift flux grows in proportion to x, so every layer receives more negative ions through its outer side than it passes on through its inner side. A single ion moves only a short way before it recombines; in the middle of a wide core, very few ions were made near the edge. If S is small compared with νₐnₑ, local balance returns. Whether S is small is not free to choose; it follows from what happens at the edge.

Q. Why should the density settle at n₀ over a wide region instead of bending everywhere?

A. Because deviations die out. Put n = n₀ + δ with |δ| ≪ n₀. Then Kn² − P ≈ 2Kn₀δ, and

D_h δ″ = 2Kn₀δ.

The solutions grow or decay exponentially over the length √(D_h/(2Kn₀)). In the middle of a wide slab only the tails of disturbances that start at the two edges remain. This suggests the unit of length

ℓ = √(D_h/(Kn₀)),

for which the decay length is ℓ/√2. The time 1/(Kn₀) is the lifetime of an ion against recombination when n ≫ nₑ, so ℓ is the distance that diffusion covers in about one lifetime. A negative ion farther than a few ℓ from the edge recombines before diffusion tells it that the edge is there.

Q. An exponential tail describes the inner side. At the edge the deviation is as large as n₀ itself. Do you have the full profile, or only its tail?

A. The full profile follows in closed form when L ≫ ℓ, since each edge can then be treated alone. Set

u = n/n₀ and s = (L − x)/ℓ,

so that s is measured inward. Two derivatives in x give n″ = (n₀/ℓ²) d²u/ds². Since D_h n₀/ℓ² = Kn₀², and P = Kn₀², division by Kn₀² leaves

d²u/ds² = u² − 1.

The conditions are u = 0 at s = 0, because the negative ions run out there, and u → 1 with du/ds → 0 deep inside.

Multiply by du/ds. Both sides become derivatives:

d/ds[½(du/ds)²] = d/ds[u³/3 − u].

Integrate, and fix the constant from the deep core, where u = 1 and du/ds = 0. There u³/3 − u = −2/3, so

½(du/ds)² = u³/3 − u + 2/3 = (1 − u)²(u + 2)/3.

The factorization can be confirmed by expansion: (u² − 2u + 1)(u + 2) = u³ − 3u + 2. The density rises inward, so the positive root applies:

du/ds = √(2/3) (1 − u)√(u + 2).

Q. And the integral of that?

A. The square root is removed by w = √((u + 2)/3), that is, u = 3w² − 2. Then

du/ds = 6w dw/ds, 1 − u = 3(1 − w²), √(u + 2) = √3 w.

Substitution gives

6w dw/ds = √(2/3) · 3(1 − w²) · √3 w = 3√2 w(1 − w²).

Divide by 6w:

dw/ds = (1 − w²)/√2.

This is solved by w = tanh(s/√2 + c). At the edge u = 0, so w = √(2/3). Hence

n = n₀[3 tanh²(s/√2 + c) − 2], tanh c = √(2/3).

Q. I would like some evidence that this is the solution the equation selects, and not merely a solution.

A. The first integral settles it within the stated conditions: once the density rises monotonically from 0 to 1, the first-order equation has a unique solution through u(0) = 0. A direct numerical solution of d²u/ds² = u² − 1, with u = 0 at s = 0 and zero slope at s = 15, provides a separate test. Between s = 0 and s = 10 it differs from the closed profile by at most 1.1 × 10⁻⁹ in u.

Q. Now tell me how wide the edge is. I expect one number.

A. The profile has one length, ℓ, but a width depends on the question asked.

The slope at the edge, from the first integral with u = 0, is

du/ds = √(2/3) · √2 = 2/√3 ≈ 1.155.

A straight line with this slope would reach n₀ at a distance

(√3/2)ℓ ≈ 0.87ℓ.

The distance at which n actually reaches 90% of n₀ follows from 3w² − 2 = 0.9, or w² = 2.9/3:

s₉₀ = √2[artanh√(2.9/3) − artanh√(2/3)] ≈ 1.75.

The inner tail falls by a factor e over ℓ/√2 ≈ 0.71ℓ. The numerical solution, sampled between s = 4 and s = 6, gives a decay rate of 1.414 per ℓ, in agreement with √2. As an order-of-magnitude estimate the edge width is ℓ; for the visible shoulder of the profile, 1.75ℓ is the better description.

Q. You have treated each edge alone. How wide must the slab be for that to make sense?

A. Look at the centre, where the two tails meet. With a = s/√2 + c, the deviation from the plateau is

1 − u = 3(1 − tanh²a) = 3 sech²a.

For large a, sech²a ≈ 4e^(−2a), so

1 − u ≈ 12 e^(−2c) e^(−√2 s).

The constant is found from tanh c = t, with t = √(2/3). Since tanh c = (1 − e^(−2c))/(1 + e^(−2c)), solving for the exponential gives

e^(−2c) = (1 − t)/(1 + t).

The equation is linear for small deviations, so at the centre the two tails add. Each has travelled s = L/ℓ. The central depression is therefore

1 − u(0) ≈ 24[(1 − t)/(1 + t)] e^(−√2 L/ℓ) ≈ 2.42 e^(−√2 L/ℓ),

where u(0) here means the value at x = 0. A depression of 1% requires

L/ℓ ≈ ln(242)/√2 ≈ 3.88.

Integration of the finite-slab equation without the tail approximation also gives 3.88. For a depression of 10⁻⁵, the half-width from that integration agrees with the exponential formula to within 0.001ℓ.

As long as nₑ is uniform, flatness thus improves exponentially with L/ℓ. This concerns the shape alone. The plateau density n₀ still contains S, and the correction that S brings need not be exponentially small.

Q. If I raise the electron density, does the edge become thinner?

A. Yes, but slowly. In a wide core take Kn₀² ≈ νₐnₑ as the leading estimate. Then Kn₀ ≈ √(Kνₐnₑ), and

ℓ ≈ √D_h /(Kνₐnₑ)^(1/4).

With the other quantities held fixed, a sixteenfold increase in nₑ halves the edge length and raises n₀ fourfold. A factor of two error in K changes ℓ by a factor 2^(1/4), about 19%. The weak dependence makes ℓ a fairly robust estimate even when the reaction data are rough, as long as the assumptions of the model hold.

## Second half: closing the balance and testing its limits

The slab core has half-width L, negative-ion density n, positive-ion density n + nₑ and plateau density n₀. The fluxes are Γ₊ and Γ₋, the diffusion coefficients D₊ and D₋, and their harmonic mean is D_h = 2D₊D₋/(D₊ + D₋). Attachment and ionization have frequencies νₐ and νᵢ, recombination has coefficient K, and S = (νᵢ − νₐ)nₑ. Temperatures Tᵢ and Tₑ are in volts. The results carried over are

Γ₊ − Γ₋ = Sx, Γ₊/D₊ + Γ₋/D₋ = −2n′ for n ≫ nₑ,

Kn₀² = νₐnₑ + S D₋/(D₊ + D₋), ℓ = √(D_h/(Kn₀)),

and an edge slope |n′| = (2/√3)n₀/ℓ.

Q. You still owe me S. What fixes it?

A. The loss of positive ions at the edge. Assume that no negative ions cross x = L: the field holds them in, and none are supplied from outside. With Γ₋(L) = 0, the sum of the fluxes gives

Γ₊(L) = −2D₊n′(L) = 2D₊|n′(L)|.

The factor 2 has a simple origin. The field that stops the diffusion of negative ions pushes positive ions outward by as much as they diffuse. Insert the slope:

Γ₊(L) = 4D₊n₀/(√3 ℓ).

The difference of the fluxes gives SL = Γ₊(L). Divide by Kn₀²L and use Kn₀ = D_h/ℓ²:

S/(Kn₀²) = (4/√3)(D₊/D_h)(ℓ/L).

So S is small compared with recombination when L ≫ ℓ, provided D₊/D_h is not large. The ionization frequency cannot be chosen freely in this steady state. In a discharge it adjusts mainly through the electron temperature.

Q. And the plateau density?

A. Solve the flat-state relation for attachment:

νₐnₑ = Kn₀²[1 − (4/√3)(D₊/D_h)(D₋/(D₊ + D₋))(ℓ/L)].

Since D₊D₋/(D₊ + D₋) = D_h/2, the diffusion coefficients combine:

Kn₀²[1 − (2/√3)ℓ/L] = νₐnₑ.

The density lies above √(νₐnₑ/K) by a fraction of about ℓ/(√3L). The equation is implicit, because ℓ contains n₀, but a few repeated substitutions solve it when L ≫ ℓ.

For a wide core with uniform electron density, the edge profile, its width of order ℓ, the plateau density and the required net electron production are now fixed. What remains is to check the density result without the field, put in numbers, and test the limits set by the foot, the core potential, the region outside the core and detachment.

Numbers in the example were calculated in double precision.
